# Weyl points and quantized transconductance in a four-terminal Josephson junction

## 1. Definitions and conventions

Four singlet superconducting leads have phases \(\phi_0=0,\phi_1,\phi_2,\phi_3\). They are joined through two single-level quantum dots: leads 0 and 1 touch dot R, leads 2 and 3 touch dot L. The levels \(\varepsilon_L,\varepsilon_R>0\) are measured from the superconducting chemical potential, and \(t\) is the real hopping between the dots. Spin rotation symmetry holds, there is no magnetic field inside the junction, and Coulomb repulsion is left out until Section 8. The electron charge is \(-e\), with \(e>0\).

A four-terminal junction can host Weyl points, meaning isolated zero-energy crossings in the space \((\phi_1,\phi_2,\phi_3)\), but not every one does. For this junction the condition is found in closed form.

For the ground state \(|0\rangle\), with \(\partial_\alpha=\partial/\partial\phi_\alpha\),
\[
A_\alpha=i\langle 0|\partial_\alpha 0\rangle,\qquad
F_{\alpha\beta}=\partial_\alpha A_\beta-\partial_\beta A_\alpha=-2\,\mathrm{Im}\langle\partial_\alpha0|\partial_\beta0\rangle,
\]
\[
C_{12}(\phi_3)=\frac1{2\pi}\int_0^{2\pi}\!\!\int_0^{2\pi}F_{12}\,d\phi_1d\phi_2 .
\]
The Chern number \(C_{12}\) is an integer wherever the plane of fixed \(\phi_3\) is gapped.

## 2. Eliminating the leads

Let \(\tau_{x,y,z}\) act on the electron–hole index. A lead level of energy \(\xi\) has the matrix
\[
H_\xi=\xi\tau_z+\Delta_\phi,\qquad \Delta_\phi=\begin{pmatrix}0&\Delta e^{i\phi}\\ \Delta e^{-i\phi}&0\end{pmatrix},\qquad H_\xi^2=\xi^2+\Delta^2,
\]
and couples to its dot through \(v\tau_z\). Eliminating its amplitude at energy \(E\) adds to the dot matrix
\[
v^2\tau_z(E-H_\xi)^{-1}\tau_z=-v^2\,\frac{E+\xi\tau_z-\Delta_\phi}{\xi^2+\Delta^2-E^2},
\]
because \((E-H_\xi)^{-1}=(E+H_\xi)/(E^2-\xi^2-\Delta^2)\) and \(\tau_z\Delta_\phi\tau_z=-\Delta_\phi\). Assume that levels come in pairs \(\pm\xi\) with equal \(v^2\), so the \(\tau_z\) term cancels. Define
\[
\Gamma=\sum_\xi\frac{v^2\Delta}{\xi^2+\Delta^2},
\]
taken equal for all leads. To first order in \(E\), each lead contributes a pairing amplitude \(\Gamma e^{i\phi}\) and a term \(-E\,\Gamma/\Delta\). Each dot has two leads, so
\[
E\left(1+\frac{2\Gamma}{\Delta}\right)\psi=H\psi,\qquad
H=\begin{pmatrix}h&D\\D^\dagger&-h\end{pmatrix},\quad
h=\begin{pmatrix}\varepsilon_L&t\\t&\varepsilon_R\end{pmatrix},
\tag{1}
\]
with \(D=\mathrm{diag}(D_L,D_R)\) and
\[
D_L=\Gamma(e^{i\phi_2}+e^{i\phi_3}),\qquad D_R=\Gamma(1+e^{i\phi_1}).
\]
For \(\Delta\to\infty\) at fixed \(\Gamma\) the bracket becomes 1, and \(H\) is the Hamiltonian of the dots. Sections 3 to 6 use this limit; Section 7 restores the finite gap.

**Counting spin.** The basis is \(\Psi=(d_{L\uparrow},d_{R\uparrow},d^\dagger_{L\downarrow},d^\dagger_{R\downarrow})\). Since \(h\) is symmetric, \(\sum h_{ij}d^\dagger_{i\downarrow}d_{j\downarrow}=\mathrm{tr}\,h-\sum h_{ij}d_{i\downarrow}d^\dagger_{j\downarrow}\). The many-body Hamiltonian is therefore \(\Psi^\dagger H\Psi+\mathrm{tr}\,h\), which already contains both spins. Its ground state fills the two negative levels of \(H\) once, starting from a reference state independent of phase. Its Berry curvature is the sum of those two levels' curvatures, with no further factor 2 or 1/2.

## 3. Why the crossings are points

Write \(D=X+iY\) with \(X,Y\) real and symmetric. Then \(H=h\tau_z+X\tau_x-Y\tau_y\). Complex conjugation reverses \(\tau_y\); conjugation by \(\tau_y\) reverses \(\tau_x\) and \(\tau_z\). Hence
\[
\tau_yH^*\tau_y=-H .
\]
The antiunitary operation \(\mathcal C=\tau_yK\), with \(K\) complex conjugation, maps a state at \(E\) to one at \(-E\), and \(\mathcal C^2=\tau_y\tau_y^*=-1\). Antiunitarity gives \(\langle\psi|\mathcal C\psi\rangle=\langle\mathcal C^2\psi|\mathcal C\psi\rangle=-\langle\psi|\mathcal C\psi\rangle=0\), so a zero-energy state has an orthogonal partner.

Near such a doublet the effective matrix is \(n_0+\mathbf n\cdot\boldsymbol\sigma\). In the doublet \(\mathcal C\) acts as \(i\sigma_yK\), up to a phase. It preserves the identity and reverses all three \(\sigma\) matrices. Since \(\mathcal C\) must reverse the Hamiltonian, \(n_0=0\), while \(\mathbf n\) is unrestricted. A crossing needs three real equations \(\mathbf n=0\), and there are three phases. If the Jacobian of \(\mathbf n\) is nonzero, the solution is isolated, and a small perturbation preserving the symmetry moves it without removing it.

## 4. Positions of the Weyl points

Let \(\mathbf b_j=(\mathrm{Re}D_j,-\mathrm{Im}D_j,\varepsilon_j)\), and let \(u,w\) be the two-component amplitudes on L and R. At zero energy
\[
\mathbf b_L\!\cdot\!\boldsymbol\tau\,u+t\tau_zw=0,\qquad t\tau_zu+\mathbf b_R\!\cdot\!\boldsymbol\tau\,w=0 .
\]
The second equation gives \(w=-t(\mathbf b_R\cdot\boldsymbol\tau)\tau_zu/b_R^2\), where \(b_R^2=|D_R|^2+\varepsilon_R^2>0\). Insert this in the first and use that \(\tau_z(\ldots)\tau_z\) reverses the \(x\) and \(y\) parts. The result is \(\mathbf n\cdot\boldsymbol\tau\,u=0\), with
\[
n_x-in_y=D_L+\frac{t^2D_R}{b_R^2},\qquad
n_z=\varepsilon_L-\frac{t^2\varepsilon_R}{b_R^2}. \tag{2}
\]
The condition \(n_z=0\) gives \(b_R^2=t^2\varepsilon_R/\varepsilon_L\). The other component then gives \(D_L=-(\varepsilon_L/\varepsilon_R)D_R\). The moduli are
\[
|D_R|^2=\frac{\varepsilon_R}{\varepsilon_L}(t^2-\varepsilon_L\varepsilon_R),\qquad
|D_L|^2=\frac{\varepsilon_L}{\varepsilon_R}(t^2-\varepsilon_L\varepsilon_R).
\]
The leads can supply moduli between 0 and \(2\Gamma\), since
\[
D_R=2\Gamma\cos\tfrac{\phi_1}2\,e^{i\phi_1/2},\qquad
D_L=2\Gamma\cos\tfrac{\phi_2-\phi_3}2\,e^{i(\phi_2+\phi_3)/2}.
\]
Four isolated nodes therefore exist when
\[
\varepsilon_L\varepsilon_R<t^2<\varepsilon_L\varepsilon_R+4\Gamma^2\min\!\left(\frac{\varepsilon_L}{\varepsilon_R},\frac{\varepsilon_R}{\varepsilon_L}\right). \tag{3}
\]
Define \(\beta_1,\beta_2\in(0,\pi)\) by \(2\Gamma\cos(\beta_1/2)=|D_R|\) and \(2\Gamma\cos(\beta_2/2)=|D_L|\). The argument of \(D_L\) must be \(\pi+\phi_1/2\), so with independent signs \(s_1,s_2=\pm1\)
\[
\phi_1=s_1\beta_1,\quad
\phi_2=\pi+\frac{s_1\beta_1+s_2\beta_2}2,\quad
\phi_3=\pi+\frac{s_1\beta_1-s_2\beta_2}2 . \tag{4}
\]

**The two edges.** At the lower edge \(D_L=D_R=0\) and \(\det h=0\). The level then vanishes on the whole line \(\phi_1=\pi,\ \phi_2=\phi_3+\pi\), which joins all four nodes. At the upper edge, for \(\varepsilon_L>\varepsilon_R\), \(\beta_2\to0\), and nodes with opposite \(s_2\) merge in pairs.

## 5. Cone, charge and Chern number

Let \(J_{ab}=\partial n_a/\partial\phi_b\) at a node. Varying the eliminated matrix gives
\[
\delta(\mathbf n\cdot\boldsymbol\tau)=\delta\mathbf b_L\!\cdot\!\boldsymbol\tau+t^2\tau_z(\mathbf b_R\!\cdot\!\boldsymbol\tau)^{-1}(\delta\mathbf b_R\!\cdot\!\boldsymbol\tau)(\mathbf b_R\!\cdot\!\boldsymbol\tau)^{-1}\tau_z .
\]
Between two vectors \(u\), this is the matrix element of \(\delta H\) between the full states \((u,w)\). Their squared norm is \(|u|^2(1+t^2/b_R^2)\), the same for every \(u\). Dividing by it,
\[
E=\pm\frac{|J\,\delta\boldsymbol\phi|}{1+t^2/b_R^2}
=\pm\frac{|J\,\delta\boldsymbol\phi|}{1+\varepsilon_L/\varepsilon_R}.
\]

In \(J\), \(n_z\) depends on \(\phi_1\) alone, through \(|D_R|^2=2\Gamma^2(1+\cos\phi_1)\):
\[
\frac{\partial n_z}{\partial\phi_1}=-\frac{2\Gamma^2t^2\varepsilon_R}{b_R^4}\sin\phi_1 .
\]
The columns \((\partial n_x,\partial n_y)\) for \(\phi_2\) and \(\phi_3\) are \(-\Gamma(\sin\phi_2,\cos\phi_2)\) and \(-\Gamma(\sin\phi_3,\cos\phi_3)\), with determinant \(\Gamma^2\sin(\phi_2-\phi_3)\). Therefore
\[
\det J=-\frac{2\Gamma^4t^2\varepsilon_R}{b_R^4}\sin\phi_1\sin(\phi_2-\phi_3),\qquad
\chi=\mathrm{sgn}\det J=-s_1s_2 .
\]
Two nodes have charge \(+1\) and two have \(-1\).

To connect \(\chi\) with \(C_{12}\), take the lower state of \(\mathbf n\cdot\boldsymbol\tau\), with \(\mathbf n\) at polar angles \((\theta,\varphi)\): \((-\sin\frac\theta2,\ \cos\frac\theta2\,e^{i\varphi})\). It has \(A_\theta=0\) and \(A_\varphi=-\cos^2\frac\theta2\), so \(F_{\theta\varphi}=\frac12\sin\theta\), and the outward flux is \(2\pi\). The map from \(\boldsymbol\phi\) to \(\mathbf n\) multiplies this by \(\chi\). Two planes just above and below the node enclose it, so \(C_{12}\) changes by \(\chi\) as \(\phi_3\) increases through it.

Finally, \(H(-\boldsymbol\phi)=H(\boldsymbol\phi)^*\). Choosing \(|0(-\boldsymbol\phi)\rangle=|0(\boldsymbol\phi)\rangle^*\) makes \(A_\alpha\) even and \(F_{\alpha\beta}\) odd. Thus \(C_{12}(-\phi_3)=-C_{12}(\phi_3)\), and \(C_{12}=0\) at \(\phi_3=0\) and, if gapped, at \(\pi\). Starting from zero and adding charges from (4),
\[
C_{12}=+1\quad\text{for}\quad
\pi-\frac{\beta_1+\beta_2}2<\phi_3<\pi-\frac{|\beta_1-\beta_2|}2 .
\]

## 6. From curvature to current

The term \(\Gamma e^{i\phi_\alpha}d^\dagger_\uparrow d^\dagger_\downarrow\) moves one pair from lead \(\alpha\) to a dot. Its part of the equation of motion for the number of pairs on the dot gives an inflow \(-\partial_\alpha H/\hbar\). A pair carries \(-2e\), so the electric current into the junction is
\[
I_\alpha=\frac{2e}\hbar\langle\partial_\alpha H\rangle .
\]
At voltage \(V_\alpha\) an electron's energy shifts by \(-eV_\alpha\), so the amplitude for removing a pair acquires \(e^{2ieV_\alpha t/\hbar}\), where \(t\) here is time. Thus \(\dot\phi_\alpha=2eV_\alpha/\hbar\).

For slow phases write the state, apart from a common phase, as \(|0\rangle+\sum_{n\ne0}c_n|n\rangle\). The Schrödinger equation to first order gives
\[
i\hbar\dot c_n=(E_n-E_0)c_n-i\hbar\langle n|\partial_t0\rangle .
\]
After smooth switching-on, \(\dot c_n\) is of higher order in the rates, and
\[
c_n=\frac{i\hbar}{E_n-E_0}\sum_\beta\dot\phi_\beta\langle n|\partial_\beta0\rangle .
\]
Differentiating \(H|0\rangle=E_0|0\rangle\) and taking the conjugate gives \(\langle0|\partial_\alpha H|n\rangle=-(E_n-E_0)\langle\partial_\alpha0|n\rangle\). The energy denominators cancel:
\[
\langle\partial_\alpha H\rangle=\partial_\alpha E_0-\Big[i\hbar\sum_{\beta,\,n\neq0}\dot\phi_\beta\langle\partial_\alpha0|n\rangle\langle n|\partial_\beta0\rangle+\text{c.c.}\Big]
=\partial_\alpha E_0-\hbar\sum_\beta F_{\alpha\beta}\dot\phi_\beta .
\]
The missing \(n=0\) term is real and would not contribute to the imaginary part, so the sum can be completed.

Hold \(\phi_3\) fixed and apply \(V_1,V_2\). Incommensurate voltages make \((\phi_1,\phi_2)\) cover the torus uniformly in time; for commensurate voltages one also averages over the starting phase. The derivative \(\partial_\alpha E_0\) averages to zero, and \(\overline{F_{12}}=(2\pi C_{12})/(2\pi)^2=C_{12}/2\pi\). Hence
\[
\bar I_1=-2e\,\frac{C_{12}}{2\pi}\,\frac{2eV_2}{\hbar}
=-\frac{4e^2}h\,C_{12}V_2,\qquad
\bar I_2=+\frac{4e^2}h\,C_{12}V_1, \tag{5}
\]
where \(\hbar=h/2\pi\), and the second sign comes from \(F_{21}=-F_{12}\). The result is first order in the rates. It requires \(2eV_\alpha\ll2E_{\min}\), where \(E_{\min}\) is the lowest positive level in the plane; without a change of parity, two quasiparticles must be created. This is necessary but not sufficient. Near a node the phases sweep through an avoided crossing, with Landau–Zener probability of order \(\exp[-\pi E_{\min}^2/(\hbar s\dot\phi)]\), where \(s\) is the slope of the cone in energy per radian. The allowed voltage therefore falls as \(E_{\min}^2\) when the plane approaches a node.

## 7. Finite superconducting gap

At \(E=0\) the elimination in Section 2 involves no expansion. The leads alone are gapped, so the complete system has a zero level precisely when \(H\) has one. At fixed \(\Gamma\), the node positions do not depend on \(\Delta\). In a gapped plane \(\Delta\) can be raised to infinity without a crossing. In that limit dots and leads decouple, since \(v/\Delta\sim\sqrt{\Gamma/\Delta}\), and each lead depends on one phase and adds nothing to \(F_{12}\). The Chern number is therefore that of \(H\), while (1) multiplies low energies by \(1/(1+2\Gamma/\Delta)\).

The current through the tunnel contacts is obtained by moving the phases from the pairing to the tunnelling terms, \(|0'\rangle=e^{-i\sum_\alpha\phi_\alpha Q_\alpha}|0\rangle\), where \(Q_\alpha\) is half the electron number of lead \(\alpha\), up to a constant. This changes \(A_\alpha\) by \(\langle Q_\alpha\rangle\) and \(F_{12}\) by \(\partial_1\langle Q_2\rangle-\partial_2\langle Q_1\rangle\). The occupations are periodic, so the integral is unchanged.

With nine discrete levels per lead and \(\Delta=200\) µeV, the tunnelling-current operators on a \(24\times24\) phase grid gave \(C_{12}=1.002\) for the example below.

## 8. Worked example: InAs dots with aluminium leads

Take \(\Gamma=50\), \(\varepsilon_L=50\), \(\varepsilon_R=25\), \(t=60\) and \(\Delta=200\), all in µeV. The gap is a rough value for aluminium; the others are chosen.

**Nodes.** Here \(\varepsilon_L\varepsilon_R=1250\) µeV², so (3) requires \(t\) between \(\sqrt{1250}=35.4\) and \(\sqrt{1250+5000}=79.1\) µeV. At \(t=60\) µeV,
\[
|D_R|=\sqrt{\tfrac12(3600-1250)}=34.3\ \text{µeV},\qquad |D_L|=2|D_R|=68.6\ \text{µeV},
\]
so \(\beta_1=139.9^\circ\) and \(\beta_2=93.4^\circ\). Two nodes lie at \(\phi_3=63.3^\circ\) (charge \(+1\)) and \(156.8^\circ\) (charge \(-1\)); the other two are at the opposite phases. A numerical search from 150 random starting points, made without (4), found these four.

Letting lead 1 also touch dot L with 10% of its amplitude on R moved the four nodes without removing them; the largest change of a phase coordinate was about \(9.9^\circ\). With the other parameters fixed, \(t=30\) and \(t=90\) µeV lie outside (3), and the lowest levels on a \(24^3\) phase grid were 5.0 and 5.5 µeV. Minimizing over continuous phases leaves the first unchanged and lowers the second to 4.5 µeV, so both cases remain gapped.

**Currents.** At \(\phi_3=110^\circ\), \(C_{12}=+1\). With \(V_1=0.2\) and \(V_2=0.3\) µV,
\[
\bar I_1=-154.96\ \text{µS}\times0.3\ \text{µV}=-46.5\ \text{pA},\qquad
\bar I_2=154.96\ \text{µS}\times0.2\ \text{µV}=31.0\ \text{pA}.
\]
Integrating the time-dependent Schrödinger equation for the dots in the large-gap limit gave the same currents to the digits shown. The average was over one turn of \(\phi_2\) and over starting values of \(\phi_1\), after smooth switching-on.

At ten times both voltages the ratio \(\bar I_1/(V_2\,4e^2/h)\) was \(-0.42\), not \(-1\). There \(2eV_2=6\) µeV, while the smallest pair excitation is \(2\times8.11=16.2\) µeV, so the rates are no longer small. This is the average over the first turn, not a steady-state value: it depends on how the voltages are switched on, and it changes from turn to turn. With the same switching-on it is about \(-0.2\) in the fourth turn; ramps half or twice as long give about \(-0.4\) to \(-0.5\) there.

**Gap and temperature.** The lowest level in the plane is 8.11 µeV for the dots alone. The factor \(1/(1+100/200)=0.667\) predicts 5.4 µeV at finite gap; the discrete-lead calculation gave 5.6 µeV on a \(24\times24\) phase grid, which misses the minimum. Minimizing over continuous phases with wide-band leads gives 5.41 µeV. Thus \(2eV_2/2E_{\min}=0.6/10.8=0.055\); the 0.053 in the output uses the grid value. This ratio alone does not guarantee adiabatic motion. In the large-gap limit, with the ratio fixed at 0.053, the largest excitation probability found after one turn is about \(5\times10^{-5}\) at \(\phi_3=110^\circ\) but about 0.15 at \(\phi_3=68^\circ\), close to the node.

At 20 mK, \(k_BT=1.72\) µeV. The operation \(\mathcal C\) gives levels at \(\pm E\) opposite curvatures, so equilibrium occupations weight each filled level's curvature by \(\tanh(E/2k_BT)\). If the occupations follow the moving phases without delay, the supercurrent is a free-energy derivative and still averages to zero. With energies multiplied by 0.667, the averaged \(C_{12}\) is 0.988, a loss of 1.2%. This is not the whole thermal error: a delay in the occupations adds a dissipative current that is also first order in the voltages. For a single relaxation time of 0.1 ns it is about 2 pA in \(\bar I_1\), or 4% of the current here. It opposes the quantized \(\bar I_1\). It grows in proportion to short delays, is largest near 1 ns at about 5 pA (11%), where the delay is comparable to \(1/\dot\phi_2\), and then falls, to about 3 pA at 3 ns and 1 pA at 10 ns. Neither this current nor other effects of quasiparticles out of equilibrium are included in (5).

**Comparison with real devices.** The most serious omission is Coulomb repulsion. With \((U/2)(n_j-1)^2\) added on each dot, \(n_j\) being its electron number, the large-gap model kept \(C_{12}=1\) and an even-parity ground state up to about \(U=20\) µeV in a scan with 2 µeV steps. The limit is set by parity: just above it an odd state becomes the ground state at some phases, while the lowest even state keeps \(C_{12}=1\) to at least \(U=50\) µeV. A small unscreened InAs dot has a charging energy of roughly 1000 µeV, fifty times more. At that value the same model has \(C_{12}=0\) at \(\phi_3=110^\circ\), so the example's quantized currents cannot be carried over to it. The example needs strongly screened dots, and its small \(U\) is far from typical of small ones. A magnetic field also matters: for a rough \(g\) factor of 10 applied to the whole bound state, the Zeeman shift \(g\mu_BB/2\) reaches \(E_{\min}=5.4\) µeV at about 19 mT. Bulk aluminium stops superconducting near 10 mT, so this estimate is meant for thin films in a parallel field.

Spin-orbit coupling in the hopping, \(t\to te^{\pm i\theta}\) for the two spins along its axis, has no effect in this geometry. Opposite phase changes of \(d_{R\uparrow}\) and \(d_{R\downarrow}\) remove it and leave \(d^\dagger_{R\uparrow}d^\dagger_{R\downarrow}\) unchanged. This argument needs one orbital per dot and no lead touching both dots. The complete numerical output follows.

## Numbers as computed

```
coupling Gamma of each lead: 50 micro-eV
levels eps_L, eps_R: 50, 25 micro-eV
hopping t: 60 micro-eV
lead gap Delta (rough, Al): 200 micro-eV
hopping window for Weyl points: 35.36 to 79.06 micro-eV
smallest level on 24^3 grid, t=30: 5.00 micro-eV
smallest level on 24^3 grid, t=90: 5.47 micro-eV
|D_R|, |D_L| at nodes: 34.28, 68.56 micro-eV
beta1, beta2: 139.91, 93.44 deg
cone reduction factor: 3.000
node phi1,phi2,phi3: 139.91, -63.33, -156.77 deg; charge -1
node phi1,phi2,phi3: 139.91, -156.77, -63.33 deg; charge +1
node phi1,phi2,phi3: -139.91, 156.77, 63.33 deg; charge +1
node phi1,phi2,phi3: -139.91, 63.33, 156.77 deg; charge -1
nodes found by blind search: 4
largest node shift, 10% cross-wiring: 9.93 deg
Chern number C12 at phi3 = -110 deg: -1
Chern number C12 at phi3 = 30 deg: +0
Chern number C12 at phi3 = 110 deg: +1
Chern number C12 at phi3 = 170 deg: +0
Chern number from Fock space, 110 deg: +1
Chern number with explicit leads, 110 deg: +1
same from tunnelling currents: +1.00236
largest node energy with leads: 5.9e-13 micro-eV
lowest level in plane, dots only: 8.114 micro-eV
lowest level in plane, with leads: 5.637 micro-eV
low-energy factor 1/(1+2Gamma/Delta): 0.6667
voltages V1, V2: 0.2, 0.3 micro-V
driven I1/(V2 4e^2/h): -1.0000
driven I2/(V1 4e^2/h): +1.0000
driven average I1: -46.49 pA
driven average I2: +30.99 pA
4e^2/h: 154.962 micro-S
transconductance I1/V2 = -C 4e^2/h: -154.962 micro-S
2eV2 / (2 x lowest level with leads): 0.0532
I1/(V2 4e^2/h) at ten times the voltages: -0.4213
temperature: 20 mK; kT: 1.723 micro-eV
thermally averaged C12: +0.9877
Zeeman field closing the gap (g=10, rough): 19.5 mT
largest tested Coulomb U that keeps C12: 20 micro-eV
bare charging energy (rough): 1000 micro-eV
level change by spin-orbit hopping: 1.7e-13 micro-eV
```
